# Inverting a copper dihalide 2p3/2 satellite for Δ and T: a numerical check

```python
"""
Result under test: inversion of a two-configuration core-level spectrum.
A Cu site has configurations d9 (energy 0) and d10L (energy Delta), mixed by T.
A core hole lowers d10L by Q relative to d9. The spectrum has a main line
(lower binding energy) and a satellite, with separation W and area ratio
r = I_sat/I_main. With s = 2 sqrt(r)/(1+r), c = (1-r)/(1+r), all solutions are
    D = W c +- sqrt(Q^2 - W^2 s^2) > 0   (D: two-state gap without core hole)
    Delta = (D^2 + Q^2 - W^2)/(2Q),   T = D W s/(2Q) > 0.
There is one solution for W < Q, and two or none for W > Q (generic data).
All energies are in eV unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def invert(W, r, Q):
    """Closed formula: list of (D, Delta, T), larger D first."""
    s, c = 2 * np.sqrt(r) / (1 + r), (1 - r) / (1 + r)
    radicand = Q**2 - (W * s)**2
    if radicand < 0:
        return []
    gaps = [W * c + np.sqrt(radicand), W * c - np.sqrt(radicand)]
    return [(D, (D**2 + Q**2 - W**2) / (2 * Q), D * W * s / (2 * Q))
            for D in gaps if D > 1e-9 * Q]


def spectrum(Delta, T, Q):
    """Diagonalize: separation, satellite weight, ground d9 weight, gap."""
    Delta, T = np.broadcast_arrays(np.asarray(Delta, float),
                                   np.asarray(T, float))
    initial = np.zeros(Delta.shape + (2, 2))
    initial[..., 0, 1] = initial[..., 1, 0] = T
    initial[..., 1, 1] = Delta
    final = initial.copy()
    final[..., 1, 1] -= Q
    e_i, v_i = np.linalg.eigh(initial)
    e_f, v_f = np.linalg.eigh(final)
    satellite = np.sum(v_i[..., :, 0] * v_f[..., :, 1], axis=-1)**2
    return (e_f[..., 1] - e_f[..., 0], satellite,
            v_i[..., 0, 0]**2, e_i[..., 1] - e_i[..., 0])


def fock_spectrum(Delta, T, Q, core_energy=-100.0):
    """Separation and area ratio from second-quantized operators.
    Orbitals: core, copper d, ligand; one valence electron.
    Electron on the ligand = d9, electron on copper = d10L."""
    a, z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    core = np.kron(np.kron(a, one), one)
    d = np.kron(np.kron(z, a), one)
    lig = np.kron(np.kron(z, z), a)
    n_core, n_d, n_lig = core.T @ core, d.T @ d, lig.T @ lig
    H = (core_energy * n_core + Delta * n_d + T * (d.T @ lig + lig.T @ d)
         - Q * n_d @ (np.eye(8) - n_core))
    valence = np.diag(n_d + n_lig)
    before = np.where((np.diag(n_core) == 1) & (valence == 1))[0]
    after = np.where((np.diag(n_core) == 0) & (valence == 1))[0]
    ground = np.zeros(8)
    ground[before] = np.linalg.eigh(H[np.ix_(before, before)])[1][:, 0]
    e, v = np.linalg.eigh(H[np.ix_(after, after)])
    weights = (v.T @ (core @ ground)[after])**2
    return e[1] - e[0], weights[1] / weights[0]


def scan_path(W, Q, angle):
    """Points (Delta, T) on the curve of constant separation W."""
    return Q + W * np.cos(angle), 0.5 * W * np.sin(angle)


def scan_roots(W, r, Q, points=2001):
    """Find every (Delta, T) by scanning diagonalized spectra."""
    target = r / (1 + r)

    def mismatch(angle):
        return spectrum(*scan_path(W, Q, angle), Q)[1] - target

    grid = np.linspace(1e-5, np.pi - 1e-5, points)
    values = mismatch(grid)
    assert np.allclose(spectrum(*scan_path(W, Q, grid), Q)[0], W, atol=1e-9)
    found = []
    for k in np.where(values[:-1] * values[1:] < 0)[0]:
        angle = brentq(mismatch, grid[k], grid[k + 1], xtol=1e-13)
        found.append(scan_path(W, Q, angle))
    return found


def compare_with_scan(W, r, Q):
    """Formula and scan must give the same number and values of solutions."""
    formula = sorted((x[1], x[2]) for x in invert(W, r, Q))
    scanned = sorted((float(x[0]), float(x[1])) for x in scan_roots(W, r, Q))
    assert len(formula) == len(scanned), (W, r, Q, formula, scanned)
    if formula:
        assert np.allclose(formula, scanned, atol=1e-6), (formula, scanned)
    return scanned


def r_limit(W, Q):
    root = np.sqrt(W**2 - Q**2)
    return (W - root) / (W + root)


rng = np.random.default_rng(4)

# The two-by-two model follows from the operator Hamiltonian; sign of T is moot.
for _ in range(30):
    Delta, T, Q = rng.uniform(-4, 8), rng.uniform(0.3, 4), rng.uniform(2, 11)
    W, sat = spectrum(Delta, T, Q)[:2]
    for sign in (1, -1):
        W_fock, r_fock = fock_spectrum(Delta, sign * T, Q)
        assert np.isclose(W, W_fock, atol=1e-9)
        assert np.isclose(sat, r_fock / (1 + r_fock), atol=1e-9)

# Root count and root values for random data, away from merging branches,
# where a finite scan grid could miss a close pair of roots.
counts_seen = set()
for _ in range(120):
    W, Q, r = rng.uniform(4, 12), rng.uniform(4, 12), rng.uniform(0.05, 3)
    s = 2 * np.sqrt(r) / (1 + r)
    if abs(W / Q - 1) < 0.02 or abs(W * s / Q - 1) < 0.01:
        continue
    roots = compare_with_scan(W, r, Q)
    if W < Q:
        assert len(roots) == 1 and roots[0][0] > 0
        counts_seen.add("one")
    elif r < r_limit(W, Q):
        assert len(roots) == 2 and roots[0][0] * roots[1][0] < 0
        d9 = [float(spectrum(x[0], x[1], Q)[2]) for x in roots]
        assert np.isclose(sum(d9), 1, atol=1e-7)
        counts_seen.add("two")
    else:
        assert len(roots) == 0
        counts_seen.add("none")
assert counts_seen == {"one", "two", "none"}

# Equal W and Q: one solution for r < 1, none for r > 1.
assert len(compare_with_scan(9.0, 0.5, 9.0)) == 1
assert len(compare_with_scan(9.0, 1.5, 9.0)) == 0

# Largest possible ratio at W > Q, from the maximum along the scan.
for Q in (8.7, 8.0):
    path = scan_path(9.0, Q, np.linspace(1e-5, np.pi - 1e-5, 40001))
    sat = spectrum(*path, Q)[1]
    k = int(np.argmax(sat))
    assert np.isclose(sat[k] / (1 - sat[k]), r_limit(9.0, Q), atol=1e-5)
    assert abs(path[0][k]) < 0.01

# Jacobian of the data map by finite differences of diagonalized spectra.


def data_map(x, y, Q):
    W, sat = spectrum(x, y / 2, Q)[:2]
    return np.array([W, 2 * np.arcsin(np.sqrt(sat))])


for x, y, Q in [(3.0, 5.0, 9.5), (-1.0, 3.0, 8.0), (0.0, 4.0, 7.0)]:
    h = 1e-4
    col_x = (data_map(x + h, y, Q) - data_map(x - h, y, Q)) / (2 * h)
    col_y = (data_map(x, y + h, Q) - data_map(x, y - h, Q)) / (2 * h)
    determinant = col_x[0] * col_y[1] - col_x[1] * col_y[0]
    W = data_map(x, y, Q)[0]
    assert np.isclose(determinant, Q * x / (W * (x**2 + y**2)), atol=1e-6)


def q_slopes(Delta, T, Q):
    return 1 + 4 * T**2 / (Q * Delta), T * (Q - Delta) / (Q * Delta)


# Sensitivity to the assumed Q, from scanned roots at neighbouring Q.
W0, r0, Q0 = 9.0, 0.50, 9.5
for Q in (Q0, 8.7):
    h = 1e-3
    up = sorted(scan_roots(W0, r0, Q + h))
    down = sorted(scan_roots(W0, r0, Q - h))
    centre = sorted((x[1], x[2]) for x in invert(W0, r0, Q))
    assert len(up) == len(down) == len(centre)
    for u, v, m in zip(up, down, centre):
        numeric = (np.array(u) - np.array(v)) / (2 * h)
        # relative error of the difference is a few (Q h / root^2)^2
        assert np.allclose(numeric, q_slopes(*m, Q), rtol=2e-4)

# Worked example.
s0, c0 = 2 * np.sqrt(r0) / (1 + r0), (1 - r0) / (1 + r0)
print(f"input W = {W0:.2f} eV, r = {r0:.2f}, Q = {Q0:.2f} eV")
print(f"angle 2delta = {np.degrees(2*np.arctan(np.sqrt(r0))):.3f} deg")
print(f"sin 2delta = {s0:.5f}, cos 2delta = {c0:.5f}")
print(f"W sin 2delta (smallest Q with a solution) = {W0*s0:.4f} eV")
print(f"W cos 2delta = {W0*c0:.4f} eV")
print(f"square root at Q = {Q0:.2f} eV: {np.sqrt(Q0**2-(W0*s0)**2):.4f} eV")
print(f"rejected root D = {W0*c0-np.sqrt(Q0**2-(W0*s0)**2):.4f} eV")
(D0, Delta0, T0), = invert(W0, r0, Q0)
print(f"main result: D = {D0:.4f} eV")
print(f"main result: Delta = {Delta0:.4f} eV = {Delta0/HARTREE_EV:.5f} hartree")
print(f"main result: T = {T0:.4f} eV = {T0/HARTREE_EV:.5f} hartree")
W_back, r_back = fock_spectrum(Delta0, T0, Q0)
assert np.isclose(W_back, W0) and np.isclose(r_back, r0)
print(f"operator check: W = {W_back:.6f} eV, r = {r_back:.6f}")
print(f"main result: ground d9 weight = {spectrum(Delta0, T0, Q0)[2]:.4f}")
slope = q_slopes(Delta0, T0, Q0)
print(f"main result: dDelta/dQ = {slope[0]:.3f}, dT/dQ = {slope[1]:.3f}")

print("same W and r, other Q (energies in eV):")
for Q in (10.0, 9.5, 9.0, 8.7, 8.0):
    compare_with_scan(W0, r0, Q)
    solutions = invert(W0, r0, Q)
    print(f"Q = {Q:.1f} eV: number of solutions {len(solutions)}")
    for D, Delta, T in solutions:
        _, _, weight, gap = spectrum(Delta, T, Q)
        assert np.isclose(gap, D)
        print(f"  D {D:.4f}, Delta {Delta:.4f}, T {T:.4f} eV, d9 {weight:.4f}")
for Q in (8.7, 8.0):
    print(f"largest r at W = {W0:.1f}, Q = {Q:.1f} eV: {r_limit(W0, Q):.4f}")
for D, Delta, T in invert(W0, r0, 8.7):
    slope = q_slopes(Delta, T, 8.7)
    print(f"Q = 8.7 eV, Delta = {Delta:.4f} eV: "
          f"dDelta/dQ {slope[0]:.3f}, dT/dQ {slope[1]:.3f}")

print("changed data (energies in eV):")
for W, r, Q in [(9.0, 0.45, 9.5), (9.0, 0.55, 9.5), (8.9, 0.50, 9.5),
                (9.1, 0.50, 9.5), (9.0, 0.55, 8.7), (9.0, 0.60, 8.7)]:
    compare_with_scan(W, r, Q)
    solutions = invert(W, r, Q)
    text = "; ".join(f"Delta {x[1]:.3f}, T {x[2]:.3f}" for x in solutions)
    print(f"W {W:.1f}, r {r:.2f}, Q {Q:.1f}: {text or 'no solution'}")

print("tests ok")
```

It prints:

```
input W = 9.00 eV, r = 0.50, Q = 9.50 eV
angle 2delta = 70.529 deg
sin 2delta = 0.94281, cos 2delta = 0.33333
W sin 2delta (smallest Q with a solution) = 8.4853 eV
W cos 2delta = 3.0000 eV
square root at Q = 9.50 eV: 4.2720 eV
rejected root D = -1.2720 eV
main result: D = 7.2720 eV
main result: Delta = 3.2701 eV = 0.12017 hartree
main result: T = 3.2476 eV = 0.11935 hartree
operator check: W = 9.000000 eV, r = 0.500000
main result: ground d9 weight = 0.7248
main result: dDelta/dQ = 2.358, dT/dQ = 0.651
same W and r, other Q (energies in eV):
Q = 10.0 eV: number of solutions 1
  D 8.2915, Delta 4.3875, T 3.5178 eV, d9 0.7646
Q = 9.5 eV: number of solutions 1
  D 7.2720, Delta 3.2701, T 3.2476 eV, d9 0.7248
Q = 9.0 eV: number of solutions 1
  D 6.0000, Delta 2.0000, T 2.8284 eV, d9 0.6667
Q = 8.7 eV: number of solutions 2
  D 4.9209, Delta 1.0865, T 2.3997 eV, d9 0.6104
  D 1.0791, Delta -0.2383, T 0.5262 eV, d9 0.3896
Q = 8.0 eV: number of solutions 0
largest r at W = 9.0, Q = 8.7 eV: 0.5923
largest r at W = 9.0, Q = 8.0 eV: 0.3716
Q = 8.7 eV, Delta = 1.0865 eV: dDelta/dQ 3.437, dT/dQ 1.933
Q = 8.7 eV, Delta = -0.2383 eV: dDelta/dQ 0.466, dT/dQ -2.269
changed data (energies in eV):
W 9.0, r 0.45, Q 9.5: Delta 3.843, T 3.500
W 9.0, r 0.55, Q 9.5: Delta 2.795, T 3.002
W 8.9, r 0.50, Q 9.5: Delta 3.480, T 3.277
W 9.1, r 0.50, Q 9.5: Delta 3.054, T 3.212
W 9.0, r 0.55, Q 8.7: Delta 0.544, T 1.903; Delta -0.196, T 0.684
W 9.0, r 0.60, Q 8.7: no solution
tests ok
```
